# Gauge dependence of the field-renormalization logarithms in scalar QED: verification in Python

```python
"""
One-loop self-energy Sigma(s), s = p^2, of a charged scalar of mass m = 1
in covariant gauge xi (xi = 1 Feynman, xi = 0 Landau), in units of
a = alpha/(4 pi).  The full propagator is i/(s - 1 - Sigma).

Results under test:
 * MS-bar at mu = m: pole part [(3-xi) s + xi]/eps, finite part
   4 s + 3 + (3-xi) (s+1)(1-s)/s * ln(1-s);
 * on-shell residue shift Sigma'(1), with photon mass lam and subtraction
   of a heavy photon of mass Lam:
   (3-xi) ln(Lam^2/lam^2) - 3/2, up to pi*lam and small heavy-mass terms.

M is a photon mass, K the squared Euclidean loop momentum, c the cosine
between loop momentum and the Euclidean time axis, pk the product p.k.
"""
import numpy as np
import mpmath as mp
from scipy.constants import fine_structure
from scipy.integrate import quad
from scipy.special import gamma, roots_jacobi

mp.mp.dps = 20
GAUGES = (0, 1, 3)
a = fine_structure / (4 * np.pi)


def log_grid(kmin, kmax, n):
    """Gauss-Legendre nodes and weights in ln k."""
    x, w = np.polynomial.legendre.leggauss(n)
    half = 0.5 * np.log(kmax / kmin)
    return np.exp(np.log(kmin) + half * (x + 1)), half * w


# ---- unreduced graphs, integrated directly in d dimensions ----------
def direct_sigma(s, M, xi, d):
    k, wk = log_grid(1e-9, 1e22, 800)
    c, wc = roots_jacobi(60, (d - 3) / 2, (d - 3) / 2)
    k = k[:, None]
    K = k**2
    pk = 1j * np.sqrt(complex(s)) * k * c
    D = (s - 1) - K - 2 * pk
    P = -(K + M**2)
    rainbow = ((4 * s - 4 * pk - K) / (P * D)
               - (1 - xi) * (2 * pk + K)**2 / (P**2 * D))
    seagull = -d / P - (1 - xi) * K / P**2
    angular = ((rainbow + seagull) * wc).sum(axis=1).real
    norm = 2 * np.pi**((d - 1) / 2) / gamma((d - 1) / 2) / np.pi**(d / 2)
    return norm * np.sum(wk * k[:, 0]**d * angular)


# ---- the same quantity after reduction to scalar integrals ----------
def reduced_sigma(s, M, xi, d):
    s, M, d = mp.mpf(s), mp.mpf(M), mp.mpf(d)
    # intervals resolve the peak at x of order M^2 for M down to 1e-6
    cuts = [0, 1e-12, 1e-10, 1e-8, 1e-6, 1e-4, 1e-2, 1]

    def den(x):
        return x * (1 - s) + x**2 * s + (1 - x) * M**2

    def tadpole(mass):
        return -mp.gamma(1 - d / 2) * mass**(d - 2)

    B = mp.gamma(2 - d / 2) * mp.quad(lambda x: den(x)**(d / 2 - 2), cuts)
    C = -mp.gamma(3 - d / 2) * mp.quad(
        lambda x: (1 - x) * den(x)**(d / 2 - 3), cuts)
    T = mp.gamma(2 - d / 2) * M**(d - 4)
    return ((2 * s + 2 - M**2) * B - tadpole(mp.mpf(1))
            + (2 - d) * tadpole(M)
            - (1 - xi) * ((s - 1)**2 * C - (s - 1) * T))


def closed_sigma(s, xi):
    """Finite MS-bar part at mu = m for a massless photon."""
    s = mp.mpf(s)
    log_term = 0 if s == 1 else (s + 1) * (1 - s) / s * mp.log(1 - s)
    return 4 * s + 3 + (3 - xi) * log_term


reduction_error = 0.0
for xi in GAUGES:
    for s in (-0.5, 0.5):
        direct = direct_sigma(s, 1.0, xi, 1.5)
        reduced = float(reduced_sigma(s, 1.0, xi, 1.5))
        reduction_error = max(reduction_error, abs(direct - reduced))
assert reduction_error < 1e-6

eps = mp.mpf("1e-5")
# M^2/eps must be negligible, since photon-mass terms carry their own pole
tiny_mass = mp.mpf("1e-6")


def finite_part(s, xi):
    """Reduction near d = 4 with the massless-photon pole removed."""
    full = mp.exp(mp.euler * eps) * reduced_sigma(
        s, tiny_mass, xi, 4 - 2 * eps)
    return full - ((3 - xi) * mp.mpf(s) + xi) / eps


closed_error = 0.0
for xi in GAUGES:
    for s in (-0.5, 0.5):
        gap = abs(finite_part(s, xi) - closed_sigma(s, xi))
        closed_error = max(closed_error, float(gap))
# the remainder is of first order in eps
assert closed_error < 1e-3

# ---- direct four-dimensional integral for dSigma/ds -----------------
k_nodes, k_weights = log_grid(1e-9, 1e7, 500)
u_nodes, u_weights = np.polynomial.legendre.leggauss(240)


def slope_profile(s, M, xi):
    """Angular integral of d(rainbow)/ds per unit ln k, for 0 < s <= 1."""
    k = k_nodes[:, None]
    K = k**2
    width = ((1 - s) + K) / (2 * np.sqrt(s) * k)
    umax = np.arcsinh(np.pi / 2 / width)
    phi = width * np.sinh(umax * u_nodes)
    jac = umax * width * np.cosh(umax * u_nodes)
    pk = 1j * np.sqrt(s) * k * np.sin(phi)
    D = (s - 1) - K - 2 * pk
    dD = 1 - pk / s
    P = -(K + M**2)
    N1 = 4 * s - 4 * pk - K
    dN1 = 4 - 2 * pk / s
    N2 = (2 * pk + K)**2
    dN2 = 2 * (2 * pk + K) * pk / s
    value = ((dN1 / D - N1 * dD / D**2) / P
             - (1 - xi) * (dN2 / D - N2 * dD / D**2) / P**2)
    ang = (value * np.cos(phi)**2 * jac * u_weights).sum(axis=1).real
    return 4 / np.pi * k_nodes**4 * ang


def residue_direct(lam, Lam, xi):
    diff = slope_profile(1.0, lam, xi) - slope_profile(1.0, Lam, xi)
    return float(np.sum(k_weights * diff))


def residue_reduced(M, xi):
    """On-shell slope for photon mass M, with the common pole dropped."""
    pts = [min(M, 0.5), 1 - min(1 / M**2, 0.5)]
    opts = dict(points=pts, limit=400, epsabs=0, epsrel=1e-10)
    B = -quad(lambda x: np.log(x**2 + (1 - x) * M**2), 0, 1, **opts)[0]
    dB = quad(lambda x: x * (1 - x) / (x**2 + (1 - x) * M**2),
              0, 1, **opts)[0]
    return 2 * B + (4 - M**2) * dB - (1 - xi) * np.log(M**2)


lam, Lam = 1e-4, 1e3
lam2, Lam2 = 1e-3, 1e2
big_log = np.log(Lam**2 / lam**2)
rows = []
for xi in GAUGES:
    direct = residue_direct(lam, Lam, xi)
    reduced = residue_reduced(lam, xi) - residue_reduced(Lam, xi)
    formula = (3 - xi) * big_log - 1.5
    assert abs(direct - reduced) < 1e-5
    # known linear photon-mass correction removed before comparing
    assert abs(direct - formula - np.pi * lam) < 2e-4
    ir = (residue_direct(lam2, Lam, xi) - direct) / np.log(lam2**2 / lam**2)
    uv = (direct - residue_direct(lam, Lam2, xi)) / np.log(Lam**2 / Lam2**2)
    # tolerances cover the power corrections in lam2 and 1/Lam2
    assert abs(ir + (3 - xi)) < 2e-3
    assert abs(uv - (3 - xi)) < 2e-3
    rows.append((xi, direct, formula, ir, uv))

# ---- massless photon: logarithm on approach to the mass shell -------
q1, q2 = 1e-3, 1e-5
shell_rows = []
for xi in GAUGES:
    diff = slope_profile(1 - q1, 0.0, xi) - slope_profile(1 - q2, 0.0, xi)
    direct = float(np.sum(k_weights * diff))
    exact = float(mp.diff(lambda z: closed_sigma(z, xi), 1 - q1)
                  - mp.diff(lambda z: closed_sigma(z, xi), 1 - q2))
    assert abs(direct - exact) < 1e-4
    near = direct / np.log(q1 / q2)
    # tolerance covers terms of order q1*ln(q1)
    assert abs(near + 2 * (3 - xi)) < 2e-2
    far = float((closed_sigma(-1e8, xi) / -1e8
                 - closed_sigma(-1e6, xi) / -1e6) / mp.log(100))
    assert abs(far + (3 - xi)) < 1e-4
    shell_rows.append((xi, near, far))

# ---- pole mass: on-shell limit of the d-dimensional reduction -------
shell_value = float(closed_sigma(1, 1))
mass_shifts = [float(finite_part(1 - 1e-7, xi)) for xi in GAUGES]
# the remainder is of first order in eps
assert max(abs(x - shell_value) for x in mass_shifts) < 1e-3

print(f"fine-structure constant alpha = {fine_structure:.9f} (dimensionless)")
print(f"a = alpha/(4 pi) = {a:.6e} (dimensionless)")
print(f"photon mass lam = {lam:.1e} m, heavy photon mass Lam = {Lam:.1e} m")
print(f"ln(Lam^2/lam^2) = {big_log:.5f} (dimensionless)")
print(f"reduction vs direct graphs, d=1.5: max error {reduction_error:.1e} (m=1)")
print(f"closed form vs reduction, d near 4: max error {closed_error:.1e} m^2")
print("On-shell residue shift deltaZ (dimensionless):")
for xi, direct, formula, ir, uv in rows:
    print(f" xi={xi}: deltaZ/a direct = {direct:.5f}, formula = {formula:.5f}")
    print(f" xi={xi}: deltaZ direct = {a * direct:.6f}")
    print(f" xi={xi}: slope in ln lam^2 = {ir:.4f}, in ln Lam^2 = {uv:.4f}")
print(f"predicted photon-mass correction pi*lam/m = {np.pi * lam:.6f}")
print("Massless photon, logarithmic slopes in units of a (dimensionless):")
print(f" near-shell points 1-p^2/m^2 = {q1:.0e} and {q2:.0e}")
for xi, near, far in shell_rows:
    print(f" xi={xi}: Sigma' per ln(1-p^2/m^2) = {near:.4f}")
    print(f" xi={xi}: Sigma/p^2 per ln(-p^2/m^2), far spacelike = {far:.4f}")
print("Finite MS-bar Sigma(m^2)/(a m^2) at mu=m, from reduction near d=4:")
for xi, shift in zip(GAUGES, mass_shifts):
    print(f" xi={xi}: {shift:.3f} (dimensionless)")
print(f"closed-form value = {shell_value:.3f} (dimensionless)")
print(f"relative shift of squared mass = {a * shell_value:.6f} (dimensionless)")
print(f"relative shift of mass, first order = {a * shell_value / 2:.6f}")
print("ALL CHECKS PASSED")
```

Output:

```
fine-structure constant alpha = 0.007297353 (dimensionless)
a = alpha/(4 pi) = 5.807049e-04 (dimensionless)
photon mass lam = 1.0e-04 m, heavy photon mass Lam = 1.0e+03 m
ln(Lam^2/lam^2) = 32.23619 (dimensionless)
reduction vs direct graphs, d=1.5: max error 1.7e-11 (m=1)
closed form vs reduction, d near 4: max error 9.3e-05 m^2
On-shell residue shift deltaZ (dimensionless):
 xi=0: deltaZ/a direct = 95.20890, formula = 95.20857
 xi=0: deltaZ direct = 0.055288
 xi=0: slope in ln lam^2 = -2.9994, in ln Lam^2 = 2.9998
 xi=1: deltaZ/a direct = 62.97271, formula = 62.97238
 xi=1: deltaZ direct = 0.036569
 xi=1: slope in ln lam^2 = -1.9994, in ln Lam^2 = 1.9998
 xi=3: deltaZ/a direct = -1.49967, formula = -1.50000
 xi=3: deltaZ direct = -0.000871
 xi=3: slope in ln lam^2 = 0.0006, in ln Lam^2 = -0.0002
predicted photon-mass correction pi*lam/m = 0.000314
Massless photon, logarithmic slopes in units of a (dimensionless):
 near-shell points 1-p^2/m^2 = 1e-03 and 1e-05
 xi=0: Sigma' per ln(1-p^2/m^2) = -5.9918
 xi=0: Sigma/p^2 per ln(-p^2/m^2), far spacelike = -3.0000
 xi=1: Sigma' per ln(1-p^2/m^2) = -3.9945
 xi=1: Sigma/p^2 per ln(-p^2/m^2), far spacelike = -2.0000
 xi=3: Sigma' per ln(1-p^2/m^2) = 0.0000
 xi=3: Sigma/p^2 per ln(-p^2/m^2), far spacelike = 0.0000
Finite MS-bar Sigma(m^2)/(a m^2) at mu=m, from reduction near d=4:
 xi=0: 7.000 (dimensionless)
 xi=1: 7.000 (dimensionless)
 xi=3: 7.000 (dimensionless)
closed-form value = 7.000 (dimensionless)
relative shift of squared mass = 0.004065 (dimensionless)
relative shift of mass, first order = 0.002032
ALL CHECKS PASSED
```
